# Inside the binodal, a closed cell may still hold one phase: test program

```python
"""
Result under test: a closed cell of N sites in d dimensions, with mean
composition c_b + delta (c_b = bulk binodal), stays homogeneous in equilibrium
until delta exceeds
    delta_t = [2 D_t gamma S_d / (f2 gap**((d-1)/d))]**(d/(d+1)) * N**(-1/(d+1)),
    D_t = (1/d) * ((d+1)/2)**((d+1)/d).
gamma = interface free energy, S_d = surface coefficient of a ball,
f2 = second derivative of the bulk free energy at c_b, gap = 1 - 2 c_b.
At delta_t a fraction 2/(d+1) of the excess solute enters one droplet.
The law is compared with stationary states of the square-gradient functional
    F = integral of [f(c) + kappa |grad c|^2],
    f = omega c(1-c) + kT [c ln c + (1-c) ln(1-c)],
and the overshoot is also sought in exact canonical sums of the Ising model.
Energies in eV, lengths in site spacings a, volumes in sites.
"""
import numpy as np
from math import gamma as gamma_function, pi, ceil, log, log10, sqrt
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

omega, kappa, temperature = 0.10, 0.05, 450.0
kT = constants.k / constants.e * temperature
grid_step = 0.15


def bulk(c):
    return omega * c * (1 - c) + kT * (c * np.log(c) + (1 - c) * np.log(1 - c))


def bulk_slope(c):
    return omega * (1 - 2 * c) + kT * np.log(c / (1 - c))


def bulk_curvature(c):
    return kT / (c * (1 - c)) - 2 * omega


c_spinodal = 0.5 * (1 - sqrt(1 - 2 * kT / omega))
# The bulk free energy is symmetric, so coexistence has zero slope.
c_b = brentq(bulk_slope, 1e-6, c_spinodal, xtol=1e-15)
gap = 1 - 2 * c_b
f2 = bulk_curvature(c_b)
decay_length = sqrt(2 * kappa / f2)


def excess(c):
    return bulk(c) - bulk(c_b)


gamma = quad(lambda c: 2 * sqrt(kappa * max(excess(c), 0.0)),
             c_b, 1 - c_b, epsabs=1e-11)[0]


def ball(d):
    return pi ** (d / 2) / gamma_function(d / 2 + 1)


def reduced_threshold(d):
    return ((d + 1) / 2) ** ((d + 1) / d) / d


def capillary(d, sites):
    """Threshold supersaturation, droplet radius and surface energy scale."""
    surface = d * ball(d) ** (1 / d)
    power = (d - 1) / d
    delta = (2 * reduced_threshold(d) * gamma * surface
             / (f2 * gap ** power) * sites ** (-1 / d)) ** (d / (d + 1))
    volume = 2 / (d + 1) * delta * sites / gap
    scale = gamma * surface * (delta * sites / gap) ** power
    return delta, (volume / ball(d)) ** (1 / d), scale


def stationary_state(d, sites, pin_radius):
    """Stationary profile whose composition is 1/2 at pin_radius.

    The radius only labels the state; the chemical potential is an unknown,
    so stable and unstable droplets are found equally well.
    Returns mean composition, excess free energy, outer composition, potential.
    """
    cell_radius = (sites / ball(d)) ** (1 / d)
    count = ceil(cell_radius / grid_step)
    faces = np.linspace(0, cell_radius, count + 1)
    step = cell_radius / count
    r = 0.5 * (faces[1:] + faces[:-1])
    vol = ball(d) * np.diff(faces ** d)
    link = ball(d) * d * faces[1:-1] ** (d - 1) / step
    j = int(np.searchsorted(r, pin_radius)) - 1
    t = (pin_radius - r[j]) / step
    pin = np.zeros(count)
    pin[j], pin[j + 1] = 1 - t, t
    potential = (d - 1) * gamma / (pin_radius * gap)
    c = (c_b + potential / f2
         + 0.5 * gap * (1 - np.tanh((r - pin_radius) / (2 * decay_length))))
    spring = vol[j] * f2
    for _ in range(80):
        flux = 2 * kappa * link * np.diff(c)
        residual = vol * (bulk_slope(c) - potential)
        residual[:-1] -= flux
        residual[1:] += flux
        bands = np.zeros((3, count))
        bands[1] = vol * bulk_curvature(c)
        bands[1, :-1] += 2 * kappa * link
        bands[1, 1:] += 2 * kappa * link
        bands[0, 1:] = -2 * kappa * link
        bands[2, :-1] = -2 * kappa * link
        # A spring on the pinned value leaves the constrained solution
        # unchanged and removes the soft growth mode from the matrix.
        bands[1] += spring * pin ** 2
        bands[0, j + 1] += spring * pin[j] * pin[j + 1]
        bands[2, j] += spring * pin[j] * pin[j + 1]
        miss = 0.5 - pin @ c
        rhs = np.column_stack((-residual + spring * miss * pin, vol))
        part = solve_banded((1, 1), bands, rhs)
        d_potential = (miss - pin @ part[:, 0]) / (pin @ part[:, 1])
        change = part[:, 0] + d_potential * part[:, 1]
        reach = max(np.max(-change / c), np.max(change / (1 - c)), 1e-30)
        damping = min(1.0, 0.9 / reach)
        c = c + damping * change
        potential += damping * d_potential
        if damping == 1.0 and np.max(np.abs(change)) < 1e-10:
            break
    else:
        raise RuntimeError("profile did not converge")
    energy = vol @ excess(c) + kappa * np.sum(link * np.diff(c) ** 2)
    return vol @ c / vol.sum(), energy, c[-1], potential


def functional_threshold(d, sites):
    """State in which droplet and homogeneous cell have equal free energy."""
    guess = capillary(d, sites)[1]

    def difference(radius):
        mean, energy, _, _ = stationary_state(d, sites, radius)
        return energy - sites * excess(mean)

    radius = brentq(difference, 0.75 * guess, 1.35 * guess, xtol=1e-7 * guess)
    return (radius,) + stationary_state(d, sites, radius)


print(f"Omega = {omega:.2f} eV, kappa = {kappa:.2f} eV a^2, T = {temperature:.0f} K")
print(f"kT = {kT:.5f} eV; critical temperature = "
      f"{omega * constants.e / (2 * constants.k):.1f} K")
print(f"binodal c_b = {100 * c_b:.3f} at.%; spinodal = {100 * c_spinodal:.3f} at.%")
print(f"gap = {gap:.5f}; f2 = {f2:.5f} eV; gamma = {gamma:.6f} eV/a^2")
print(f"interface decay length = {decay_length:.3f} a")

# Reduced competition, minimized directly over the droplet fraction.
fractions = np.linspace(0.05, 1, 200001)
for d in (2, 3, 4):
    def advantage(D):
        phi = fractions ** ((d - 1) / d) + D * (1 - fractions) ** 2
        return np.min(phi) - D
    D_numeric = brentq(advantage, 0.3, 2.0)
    phi = fractions ** ((d - 1) / d) + D_numeric * (1 - fractions) ** 2
    best = fractions[np.argmin(phi)]
    assert abs(D_numeric - reduced_threshold(d)) < 1e-7
    assert abs(best - 2 / (d + 1)) < 1e-3
    print(f"d={d}: reduced threshold D_t = {D_numeric:.5f}, fraction = {best:.4f}")

# Flat slab: no curvature, hence no supersaturation of the matrix.
_, slab_energy, slab_matrix, slab_potential = stationary_state(1, 80.0, 12.0)
assert abs(slab_energy / 2 / gamma - 1) < 2e-3
assert abs(slab_potential) < 1e-7 and abs(slab_matrix - c_b) < 1e-6
print(f"slab: matrix = {100 * slab_matrix:.3f} at.%, "
      f"gamma from profile = {slab_energy / 2:.6f} eV/a^2")

# Saddle of the reduced free energy at the threshold, three dimensions.
D3 = reduced_threshold(3)
saddle = brentq(lambda x: (2 / 3) * x ** (-1 / 3) - 2 * D3 * (1 - x), 1e-4, 0.25)
reduced_barrier = saddle ** (2 / 3) + D3 * (1 - saddle) ** 2 - D3
print(f"d=3 saddle fraction = {saddle:.4f}, reduced barrier = {reduced_barrier:.5f}")

print("d=3 cells: onset composition c_t and matrix after condensation, at.%")
sizes = [10.0 ** p for p in range(5, 11)]
deltas, ratios, barriers, barrier_ratios = [], [], [], []
for sites in sizes:
    delta_cap, _, scale = capillary(3, sites)
    radius, mean, energy, outer, _ = functional_threshold(3, sites)
    delta = mean - c_b
    deltas.append(delta)
    ratios.append(delta / delta_cap)
    fill = ball(3) * radius ** 3 / sites
    print(f"N=1e{log10(sites):.0f}: c_t={100 * mean:.3f}, law={100 * (c_b + delta_cap):.3f}, "
          f"matrix={100 * outer:.3f}, over by {100 * delta / c_b:.2f} %")
    print(f"   delta/law={ratios[-1]:.4f}, radius={radius:.2f} a, "
          f"droplet volume fraction={fill:.5f}")
    if sites >= 1e6:
        saddle_radius = brentq(
            lambda x: stationary_state(3, sites, x)[0] - mean,
            0.40 * radius, 0.79 * radius, xtol=1e-7 * radius)
        barrier = (stationary_state(3, sites, saddle_radius)[1]
                   - sites * excess(mean))
        barriers.append(barrier)
        barrier_ratios.append(barrier / (scale * reduced_barrier))
        print(f"   barrier={barrier:.3f} eV = {barrier / kT:.1f} kT, "
              f"barrier/law={barrier_ratios[-1]:.4f}")

errors = np.abs(np.array(ratios) - 1)
assert np.all(np.diff(errors) < 0) and errors[-1] < 0.02
exponent3 = log10(deltas[-1] / deltas[-2])
assert abs(exponent3 + 1 / 4) < 0.006
matrix_share = (outer - c_b) / deltas[-1]
assert abs(matrix_share - 1 / 2) < 0.015
assert barriers[0] > 0 and abs(barrier_ratios[-1] - 1) < 0.05
assert abs(barrier_ratios[-1] - 1) < 0.5 * abs(barrier_ratios[0] - 1)
barrier_exponent = log10(barriers[-1] / barriers[-2])
assert abs(barrier_exponent - 1 / 2) < 0.02
print(f"d=3 last-decade exponents: delta_t {exponent3:.4f}, barrier {barrier_exponent:.4f}")
print(f"matrix share of delta_t at N=1e10: {matrix_share:.4f}")

# Smallest mean composition for which any stationary droplet exists.
lowest = minimize_scalar(lambda x: stationary_state(3, sizes[-1], x)[0],
                         bounds=(0.6 * radius, radius), method="bounded").fun
existence = (lowest - c_b) / deltas[-1]
D_exist = (1 / 3) / ((1 / 4) ** (1 / 3) * (3 / 4))
existence_law = (D_exist / D3) ** (3 / 4)
assert abs(existence - existence_law) < 0.01
print(f"droplet existence limit / delta_t: {existence:.4f}, law {existence_law:.4f}")

# The exponent must change with dimension.
flat = []
for sites in (1e6, 1e7):
    result = functional_threshold(2, sites)
    flat.append(result[1] - c_b)
exponent2 = log10(flat[1] / flat[0])
assert abs(exponent2 + 1 / 3) < 0.01
assert abs(flat[1] / capillary(2, 1e7)[0] - 1) < 0.03
print(f"d=2 exponent = {exponent2:.4f}; delta/law at N=1e7 = "
      f"{flat[1] / capillary(2, 1e7)[0]:.4f}")

prefactor = capillary(3, 1.0)[0]
print(f"d=3 law prefactor K = {prefactor:.4f}")
print(f"sites for 1 % relative overestimate (law) = {(prefactor / (0.01 * c_b)) ** 4:.2e}")
print(f"sites for onset at c_b + 1 at.% (law) = {(prefactor / 0.01) ** 4:.2e}")

# Interface areas in a periodic cube of unit edge.
def sphere_area(x):
    return (36 * pi) ** (1 / 3) * x ** (2 / 3)


def cylinder_area(x):
    return 2 * sqrt(pi * x)


to_cylinder = brentq(lambda x: sphere_area(x) - cylinder_area(x), 0.01, 0.5)
to_slab = brentq(lambda x: cylinder_area(x) - 2, 0.01, 0.5)
assert abs(to_cylinder - 4 * pi / 81) < 1e-9 and abs(to_slab - 1 / pi) < 1e-9
print(f"volume fraction: sphere to cylinder {to_cylinder:.4f}, to slab {to_slab:.4f}")

# Exact canonical sums for periodic Ising squares, energies in coupling J.
ising_T = 2.0


def canonical_sums(edge):
    """Partition sums at fixed number of minority spins, by transfer matrix."""
    states = np.arange(2 ** edge)
    bits = (states[:, None] >> np.arange(edge)) & 1
    ones = bits.sum(axis=1)
    in_row = np.sum(bits != np.roll(bits, 1, axis=1), axis=1)
    between = ones[states[:, None] ^ states[None, :]]
    weights = np.exp(-2 / ising_T * (between + in_row[None, :]))
    number = edge * edge + 1
    values = [np.trace(np.linalg.matrix_power(
        weights * np.exp(2j * pi * k / number * ones)[None, :], edge))
        for k in range(number)]
    return np.fft.fft(values).real / number


overshoots = []
for edge in (4, 6, 8):
    sums = canonical_sums(edge)
    if edge == 4:
        spins = ((np.arange(2 ** 16)[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4)
        broken = sum(np.sum(spins != np.roll(spins, 1, axis=ax), axis=(1, 2))
                     for ax in (1, 2))
        direct = np.bincount(spins.sum(axis=(1, 2)),
                             weights=np.exp(-2 / ising_T * broken))
        assert np.allclose(sums, direct, rtol=1e-8)
    half = edge * edge // 2
    mu = [-ising_T * log(sums[n + 1] / sums[n]) for n in range(half)]
    overshoots.append(max(mu))
    print(f"Ising {edge}x{edge}, T={ising_T:.1f} J/k: largest potential above "
          f"coexistence = {max(mu):.4f} J")
assert overshoots[0] > overshoots[1] > overshoots[2] > 0

print("finished without a failed check")
```

Running it gives:

```
Omega = 0.10 eV, kappa = 0.05 eV a^2, T = 450 K
kT = 0.03878 eV; critical temperature = 580.2 K
binodal c_b = 12.804 at.%; spinodal = 26.312 at.%
gap = 0.74392; f2 = 0.14733 eV; gamma = 0.009686 eV/a^2
interface decay length = 0.824 a
d=2: reduced threshold D_t = 0.91856, fraction = 0.6667
d=3: reduced threshold D_t = 0.83995, fraction = 0.5000
d=4: reduced threshold D_t = 0.78590, fraction = 0.4000
slab: matrix = 12.804 at.%, gamma from profile = 0.009684 eV/a^2
d=3 saddle fraction = 0.0804, reduced barrier = 0.05665
d=3 cells: onset composition c_t and matrix after condensation, at.%
N=1e5: c_t=17.702, law=16.877, matrix=14.995, over by 38.25 %
   delta/law=1.2025, radius=9.33 a, droplet volume fraction=0.03397
N=1e6: c_t=15.344, law=15.094, matrix=13.992, over by 19.84 %
   delta/law=1.1089, radius=16.19 a, droplet volume fraction=0.01778
   barrier=2.735 eV = 70.5 kT, barrier/law=1.0492
N=1e7: c_t=14.169, law=14.092, matrix=13.460, over by 10.66 %
   delta/law=1.0600, radius=28.27 a, droplet volume fraction=0.00946
   barrier=8.663 eV = 223.4 kT, barrier/law=1.0509
N=1e8: c_t=13.552, law=13.528, matrix=13.170, over by 5.85 %
   delta/law=1.0334, radius=49.67 a, droplet volume fraction=0.00513
   barrier=27.005 eV = 696.4 kT, barrier/law=1.0359
N=1e9: c_t=13.219, law=13.211, matrix=13.009, over by 3.24 %
   delta/law=1.0186, radius=87.67 a, droplet volume fraction=0.00282
   barrier=84.285 eV = 2173.5 kT, barrier/law=1.0224
N=1e10: c_t=13.035, law=13.033, matrix=12.919, over by 1.81 %
   delta/law=1.0104, radius=155.22 a, droplet volume fraction=0.00157
   barrier=264.135 eV = 6811.5 kT, barrier/law=1.0132
d=3 last-decade exponents: delta_t -0.2535, barrier 0.4961
matrix share of delta_t at N=1e10: 0.4963
droplet existence limit / delta_t: 0.8760, law 0.8774
d=2 exponent = -0.3388; delta/law at N=1e7 = 1.0109
d=3 law prefactor K = 0.7244
sites for 1 % relative overestimate (law) = 1.02e+11
sites for onset at c_b + 1 at.% (law) = 2.75e+07
volume fraction: sphere to cylinder 0.1551, to slab 0.3183
Ising 4x4, T=2.0 J/k: largest potential above coexistence = 2.4548 J
Ising 6x6, T=2.0 J/k: largest potential above coexistence = 1.2662 J
Ising 8x8, T=2.0 J/k: largest potential above coexistence = 0.8361 J
finished without a failed check
```
